Superfluid fraction of confined particles: the area estimator and its discretization bias, part 2

We want the superfluid fraction f_s of N particles (mass m, H = T + V, V confining) in a trap turning at ω about z. L is the angular momentum about z, r⊥ the xy position, Π the unit operator or symmetrizer, β = 1/k_BT, p_n = exp(−βE_n)/Z:

Z(ω) = Tr[Π exp(−β(H − ωL))],   I = β⁻¹ Z″(0)/Z(0),

I = Σ_mn |L_mn|² (p_n − p_m)/(E_m − E_n),   (4)

I_cl = m⟨Σ_i r⊥i²⟩,   f_s = 1 − I/I_cl.   (5)

For the primitive action with M slices, τ = β/M, beads r_{i,k} and planar kinetic energy K⊥,M:

A = ½ Σ_{i,k} (r_{i,k} × r_{i,k+1})_z,   Î_c = (m/M) Σ_{i,k} r⊥_{i,k}·r⊥_{i,k+1},   I_c = ⟨Î_c⟩.   (8)

I_M = I_c − 4m²⟨A²⟩/(βħ²).   (9)

f_s = lim_{M→∞} f_M,   f_M = 4m²⟨A²⟩/(βħ²I_c) = 1 − I_M/I_c.   (10)

I_cl,M = (m/M)⟨Σ_{i,k} r⊥_{i,k}²⟩,   D_M = I_cl,M − I_c = (m/2M)⟨Σ_{i,k}|r⊥_{i,k+1} − r⊥_{i,k}|²⟩,   f̃_M = 1 − I_M/I_cl,M,

D_M = Nħ²τ − ħ²τ²K⊥,M.   (12)

f_M − f_s = −(1 − f_s) Nħ²τ/I_cl + O(τ²).   (13)

Slice reversal gives ⟨A⟩ = 0.

For one particle in an isotropic harmonic trap of frequency ω₀, with x = βħω₀ and ħ = m = ω₀ = 1 (lengths in a₀ = √(ħ/mω₀)):

Z(ω) = 1/(2 cosh x − 2 cosh xω).   (15)

I = x/(cosh x − 1).   (16)

I_cl = coth(x/2),

f_s = 1 − x/sinh x.   (17)

⟨A²⟩ = (x/4)[coth(x/2) − x/(cosh x − 1)]   (18)

With ε = x/M, θ_n = 2πn/M, cosh u = 1 + ε²/2 and ελ_n = 2 cosh u − 2 cos θ_n:

Z_M(ω) = 1/(2 cosh Mu − 2 cosh xω),   I_M = x/(cosh Mu − 1).   (20)

⟨A²⟩_M = Σ_n sin²θ_n/λ_n²,   I_c = (1/M)Σ_n 2 cos θ_n/λ_n,   I_cl,M = (1/M)Σ_n 2/λ_n.   (21)

Σ_n sinh u/(cosh u − cos θ_n) = M sinh Mu/(cosh Mu − 1) = M coth(Mu/2).   (22)

I_cl,M = ε coth(Mu/2)/sinh u,

I_c = ε cosh(Mu/2 − u)/[sinh u sinh(Mu/2)].

f̃_M − f_s = −(1 − f_s)(1/8 + x coth x/24) x²/M²,   f_M − f_s = −(1 − f_s) x/(M I_cl).   (23)

8. High and low temperature

For x ≪ 1, x/sinh x = 1 − x²/6 + …, so f_s → x²/6. With I_cl → 2/x, ⟨A²⟩ = (x/4)I_cl f_s → x²/12. Since xa₀² = βħ²/m, this is ⟨A²⟩ = (βħ²/m)²/12, independent of the trap: the path is too small to feel the variation of V, and the area is the Lévy area of a closed Brownian loop. The finite-M version follows from (21) with the potential dropped. Then λ_n = 4 sin²(θ_n/2)/ε, sin θ_n/λ_n = (ε/2)cot(θ_n/2), and the n = 0 mode carries no area. The sum of cot² comes from (22) at small u: the n = 0 term is coth(u/2) = 2/u + u/6, the right side is 2/u + M²u/6, and the other terms are u/[2 sin²(θ_n/2)]. Comparing the terms linear in u gives Σ_{n≥1} 1/sin²(θ_n/2) = (M² − 1)/3, and subtracting M − 1 gives Σcot² = (M − 1)(M − 2)/3. Therefore

⟨A²⟩_M = (βħ²/m)² (M − 1)(M − 2)/(12M²)   for a free loop.   (24)

For M = 8 the factor is 42/64 = 0.65625, the value the program finds from the covariance matrix of the free polygon. The relative error of the area with respect to the continuum is −3/M at large M. The second equation of (23) gives −x²/2M at small x, which relative to x²/6 is the same −3/M. In the nearly classical regime f_M is thus low by a fixed fraction of f_s however small τ is, and only the number of beads counts.

For N particles at a temperature where exchange is negligible and V varies little over a thermal wavelength, the loops are independent free loops, ⟨A²⟩ = N(βħ²/m)²/12, and (10) gives the leading-order background

f_s ≈ Nβħ²/(3I_cl),   (25)

which reduces to x²/6 for the oscillator.

For x ≫ 1, 1 − f_s → 2x e^{−x}. The ground state has L = 0 and the two first excited states have L = ±1 with weight e^{−x} each, so I = β⟨L²⟩ → 2x e^{−x} while I_cl → 1. The argument needs only [H, L] = 0 and a non-degenerate L = 0 ground state separated by a gap from the states with L ≠ 0. Any finite system of that kind has f_s → 1 as T → 0, whatever its statistics. The area then grows as ⟨A²⟩ → βħ²I_cl/4m², linearly in β.

9. Worked example

Take one atom of chosen mass 88 u in a trap of chosen frequency ω₀/2π = 50 kHz at T = 1 μK. The mass enters only the conversion of lengths. Then x = 2.39962, a₀ = 47.929 nm, sinh x = 5.46413 and cosh x = 5.55488. From (16), from coth(x/2) = sinh x/(cosh x − 1), and from (17) and (18),

I = 2.39962/4.55488 = 0.52682 ma₀²,

I_cl = 5.46413/4.55488 = 1.19962 ma₀² = 1.19962 × 88 × 47.929² u nm² = 2.425 × 10⁵ u nm²,

f_s = 1 − 2.39962/5.46413 = 1 − 0.43916 = 0.56084,

⟨A²⟩ = (2.39962/4) × (1.19962 − 0.52682) = 0.4036 a₀⁴.

The root-mean-square area is 0.6353 a₀², or 1459 nm². Diagonalizing H − ωL in a Cartesian oscillator basis at ω = 10⁻³ω₀ and forming ⟨L⟩/ω gives 0.52683 ma₀². The program tests this against (16) to 2 × 10⁻⁵ relative, a tolerance above the O(ω²) error of the finite ratio, which by (15) is x²ω²[1/6 + 1/(2(cosh x − 1))] = 1.6 × 10⁻⁶ relative to I, and tests the Kubo sum and β⟨L²⟩ against it to 5 × 10⁻⁵.

The finite-M values below are evaluated by Wick's theorem from the inverse of the action matrix in the bead basis and are tested against (20), (21) and the closed forms for I_c and I_cl,M. Areas are in a₀⁴ and moments in ma₀².

M    ⟨A²⟩     I_c      I_cl,M   I_M      f_M      f̃_M
8    0.24555  0.94180  1.18830  0.53249  0.43461  0.55189
16   0.31914  1.06024  1.19675  0.52824  0.50177  0.55860
32   0.36001  1.12728  1.19890  0.52718  0.53235  0.56028
64   0.38147  1.16279  1.19944  0.52691  0.54685  0.56070

For M = 32 the area term is 4 × 0.36001/2.39962 = 0.6001, so I_M = 1.1273 − 0.6001 = 0.5272, f_M = 0.6001/1.1273 = 0.5323 and f̃_M = 1 − 0.52718/1.19890 = 0.5603. At this M the mean square area is 11% below its continuum value and I_c is 6% below I_cl, while their combination I_M is within 0.1% of I. The mixed ratio is 0.6001/1.1989 = 0.501, the worst of the three.

The coefficients in (23) are −2.39962 × 0.43916/1.19962 = −0.8785 for 1/M and −0.5731 for 1/M². At M = 32 they predict −0.0275 and −0.00056, against the actual 0.53235 − 0.56084 = −0.0285 and 0.56028 − 0.56084 = −0.00056; relative to f_s these errors are 5% and 0.1%. The program tests the first coefficient at M = 512 to 2% and the second at M = 64 to 1%. With (17) and I_cl = coth(x/2) the 1/M coefficient is −x²/(1 + cosh x). Its magnitude is largest where x tanh(x/2) = 2, at x ≈ 2.40, and falls to zero at small and at large x, so to leading order in 1/M this example is the worst case of the model for the absolute bias of f_M at given M; at small M the maximum shifts to somewhat larger x. By the leading terms, an absolute error of 0.01 in f_s needs M ≈ 88 with f_M and M ≈ 8 with f̃_M.

Drawing 200000 independent paths with M = 32 from the Gaussian weight gives ⟨A⟩ = −0.0011 ± 0.0013 a₀², ⟨A²⟩ = 0.3588 ± 0.0014 a₀⁴ and f_M = 0.5284 ± 0.0022. The area lies 0.9 standard errors and the ratio 1.8 standard errors below the table values. The program tests ⟨A⟩, I_c and I_M of the sample at 4.5 standard errors. The bias of f_M at this M is about thirteen times the statistical error, so a run of this length would resolve it clearly.

10. Exchange: two ideal bosons

Take two non-interacting bosons that move only in the xy plane, or whose z motion is frozen in its ground state. For them Π = (1 + π₁₂)/2. With h the one-particle operator H − ωL, the identity term gives Z(β)². The exchange term is Σ_{ab}⟨a|e^{−βh}|b⟩⟨b|e^{−βh}|a⟩ = Tr e^{−2βh}. Thus

Z₂(ω) = ½[Z(β, ω)² + Z(2β, ω)],

and in the path picture the second term is one loop of 2M beads. Each term is even in ω, so Z₂″/Z₂ is the weighted mean of the sector values, with exchange weight p = Z(2β)/[Z(β)² + Z(2β)]. In the identity sector the two loops are independent, the cross term ⟨A₁⟩⟨A₂⟩ vanishes, and I and I_cl are twice the one-particle values. In the exchange sector Z(2β, ω) = 1/(2 cosh 2x − 2 cosh 2xω); the second derivative gives (2x)²/(cosh 2x − 1), and the division is still by β = x. Every bead of the long loop has the one-particle density at 2β, and there are two beads per slice:

I_ex = 4x/(cosh 2x − 1),   I_cl,ex = 2 coth x,   I_ex/I_cl,ex = 2x/sinh 2x.

Both moments are twice those of one particle at 2β, so in the ratio I/I_cl a two-cycle behaves like one particle at half the temperature. At x = 2.39962, Z(β) = 0.109772 and Z(2β) = 0.008373, so p = 0.008373/(0.109772² + 0.008373) = 0.4100. With I_ex = 0.16074 ma₀² and I_cl,ex = 2.03322 ma₀²,

I = 0.59001 × 2 × 0.52682 + 0.40999 × 0.16074 = 0.6876 ma₀²,

I_cl = 0.59001 × 2 × 1.19962 + 0.40999 × 2.03322 = 2.2492 ma₀²,

f_s = 1 − 0.68757/2.24918 = 0.6943.

The program tests both moments against a sum over symmetric two-particle states, once from these formulas and once from (9) evaluated on loops of M and 2M beads and extrapolated in 1/M². Two distinguishable particles have the one-particle value 0.5608, so Bose statistics adds 0.133 at this temperature and the larger part of f_s has another origin.

A thermally excited z motion does not drop out here, because it enters the two sectors differently. With Z_z the one-particle partition function of the z motion, Z(2β) in p is multiplied by Z_z(2β)/Z_z(β)², which is at most 1, while the moments within each sector stay as they are. For an isotropic three-dimensional trap this factor is tanh(x/2) = 0.834, which gives p = 0.367 and f_s = 0.679. The part due to exchange is isolated by repeating the run with permutations switched off.

11. Traps without axial symmetry

For V = (ω_X²X² + ω_Y²Y²)/2 with ħ = m = 1, X = (a_X + a_X†)/√(2ω_X) and p_X = i√(ω_X/2)(a_X† − a_X), and the same for Y. Acting on the ground state only creation operators survive:

L|00⟩ = (i/2)[√(ω_Y/ω_X) − √(ω_X/ω_Y)] |11⟩,   |L₁₁,₀₀|² = (ω_Y − ω_X)²/(4ω_Xω_Y).

At T = 0 the sum (4) has two equal terms, with the ground state as n or as m, and the excitation energy is ω_X + ω_Y. So I = (ω_Y − ω_X)²/[2ω_Xω_Y(ω_X + ω_Y)]. With I_cl = 1/2ω_X + 1/2ω_Y = (ω_X + ω_Y)/2ω_Xω_Y,

f_s(T = 0) = 1 − [(ω_X − ω_Y)/(ω_X + ω_Y)]².   (26)

The deformed trap drags the ground state along by mixing in the level |11⟩, so f_s stays below 1 even at T = 0. For ω_X = 1, ω_Y = 2, in the oscillator units of ω_X, |L₁₁,₀₀|² = 1/8, I = 1/12, I_cl = 3/4 and f_s = 8/9. At β = 30 diagonalization gives I = 0.08333 ma₀², I_cl = 0.75000 ma₀² and f_s = 0.88889, and the area estimator (9), extrapolated from M = 400 and 800, gives 0.08333 ma₀². In contrast β⟨L²⟩ = 30/8 = 3.75 ma₀², which grows without limit as T → 0. A value of f_s below 1 in a deformed trap at low temperature therefore does not by itself indicate thermal excitation: here it is a property of the ground state.

A case with no Gaussian structure is V = X²/2 + Y² + 0.1r⁴ at β = 2, in the same units. The program represents the ω = 0 link kernel as a matrix on a grid, evaluates ⟨A²⟩, I_c and I_cl,M as traces with the cross and dot products inserted on the links, and compares with diagonalization of H − ωL. Diagonalization gives I = 0.27172 ma₀², I_cl = 0.79496 ma₀² and f_s = 0.6582. The estimator extrapolated from M = 10 and 20 gives I = 0.27173 ma₀², tested at 2 × 10⁻³ relative. Here β⟨L²⟩ = 0.30120 ma₀², 11% above I. At M = 20, with τ = 0.1 and ⟨A²⟩ = 0.21445 a₀⁴, f_M = 0.6113 and f̃_M = 0.6563, with errors −0.047 and −0.002; the leading term (13) is −0.1 × 0.3418/0.79496 = −0.043. The ratio D_M/ħ²τ is 0.8396 at M = 10 and 0.9191 at M = 20. Equation (12) makes it 1 − τK⊥,M, and the linear extrapolation 2 × 0.9191 − 0.8396 = 0.999 is tested against 1 to within 0.01.

12. Conditions of use

The centre of mass needs a decision. Write r_{i,k} = R_k + s_{i,k} with Σ_i s_{i,k} = 0 on each slice. The cross terms vanish in every link sum, including the link that closes on permuted labels, so A = N × ½Σ_k(R_k×R_{k+1})_z + A_rel, and Î_c and the spring term split in the same way. For a harmonic trap and interactions that depend only on relative positions the action separates, the two parts are independent, and I = I_cm + I_rel. The centre of mass is then one particle of mass Nm in the same trap, and for a trap isotropic in the xy plane I_cm/I_cl,cm = x/sinh x by section 6. A self-bound cluster without a trap has no Z(ω), because the centrifugal factor of the centre of mass is unconfined; its meaningful response is the relative one, obtained by subtracting R_k slice by slice before forming A, Î_c and D_M. The relative coordinates are not strictly confined either, since V tends to a constant when a particle leaves, so this response is defined only with a wall around the centre of mass or for as long as the cluster stays bound. Subtracting one fixed point for all slices leaves A unchanged and retains the area of the centre-of-mass loop.

In a cell that is periodic in the xy plane L is not compatible with the boundary conditions, a path that winds around the cell in that plane does not close, and A is not defined. The response to translation and the winding-number estimator take its place. Periodicity along z alone does no harm: L is compatible with it, and the projection of every path on the xy plane still closes.

The result is a linear response in equilibrium, with ω → 0 taken at fixed T and N. States with a vortex contribute to it when they are thermally occupied, but it does not identify them, and by itself it does not give a critical rotation rate or the lifetime of a metastable flow.

V was assumed real and local. A magnetic field acting on charges makes the ω = 0 weight complex and the reversal argument fails, so ⟨A⟩ need not vanish. It also changes the ω dependence: for charge q in a uniform field B along z, with vector potential (B/2)ẑ×r, completing the square gives T − ωL = (p − (qB/2 + mω)ẑ×r)²/2m − mω²r⊥²/2 − ωqBr⊥²/2 per particle. The last term is linear in ω and enters the second derivative of ln Z_M together with A, so (9) has to be derived again. A non-local or velocity-dependent potential is outside the derivation: it can change both the ω dependence of the link weights and the classical reference (5), and each has to be derived again. The O(τ²) statements assume a smooth V.

For bosons the average in (9) includes the sum over permutations, and section 10 shows that cycles carry a different area from single loops. A chain that does not sample the cycle lengths correctly yields a wrong ⟨A²⟩ that the check ⟨A⟩ = 0 does not reveal. Equations (20) and (21), their two-boson extension and (24) are exact at finite M and serve to check an implementation before interactions are switched on. In a three-dimensional code the two-boson check needs the z factor of section 10 in the exchange weight, evaluated at the same M.

Numbers as computed

```
mass = 88 u, trap frequency = 50 kHz, T = 1 uK
x = beta hbar w0 = 2.39962
oscillator length a0 = 47.929 nm
sinh x = 5.46413, cosh x = 5.55488
I = 0.52682 m a0^2 (diagonalization 0.52683)
Icl = 1.19962 m a0^2 = 2.4251e+05 u nm^2
<A^2> = 0.40361 a0^4, rms area = 0.63531 a0^2 = 1459.4 nm^2
fs = 0.56084
M, <A^2> [a0^4], Ic, <r^2>_M, I_M [m a0^2], f_M, f_improved
  8 0.24555 0.94180 1.18830 0.53249 0.43461 0.55189
 16 0.31914 1.06024 1.19675 0.52824 0.50177 0.55860
 32 0.36001 1.12728 1.19890 0.52718 0.53235 0.56028
 64 0.38147 1.16279 1.19944 0.52691 0.54685 0.56070
bias f_M - fs = -0.8785/M, f_improved - fs = -0.5731/M^2
sampled, M=32, 200000 paths: <A> = -0.0011 +- 0.0013 a0^2
sampled <A^2> = 0.3588 +- 0.0014 a0^4, f_M = 0.5284 +- 0.0022
free loop, M=8: 12<A^2>/(beta hbar^2/m)^2 = 0.65625
two bosons: Z(beta) = 0.109772, Z(2 beta) = 0.008373, exchange weight = 0.40999
exchange sector: I = 0.16074, Icl = 2.03322 m a0^2
two bosons: I = 0.68757, Icl = 2.24918 m a0^2, fs = 0.69430
anisotropic wy=2, beta=30: I = 0.08333, area estimator 0.08333, Icl = 0.75000
  fs = 0.88889, beta<Lz^2> = 3.7500 (m a0^2 for all moments)
anharmonic, beta=2: I = 0.27172, area estimator (M=10,20 extrap.) 0.27173
  Icl = 0.79496, beta<Lz^2> = 0.30120, fs = 0.65819
  M=20: <A^2> = 0.21445 a0^4, f_M = 0.61131, f_improved = 0.65633
  (<r^2>-Ic)/tau: M=10 0.8396, M=20 0.9191 (hbar^2)
```
